# Incomplete Donor Ionisation and E00 at a Metal–Semiconductor Contact: verification in Python

```python
"""Incomplete bulk donor ionisation and the tunnelling energy E00 of a contact.
Result under test: E00 = (hbar e/2) sqrt(4 pi N/(m eps)) holds with the FULL donor
density N, although only a fraction f of donors is ionised in the neutral bulk.
Band bending ionises the rest; f enters only by the offset
Delta = kT (ln(1/f) + f) in (dphi/dx)^2 = 2 kappa (phi - Delta),
kappa = 4 pi e^2 N/eps.
phi: upward shift of the conduction band from its bulk value (eV); x: distance (nm).
mu: Fermi level minus bulk band edge (eV); densities in nm^-3; Gaussian e^2 in eV nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

KB = sc.k / sc.e                                        # eV/K
HB2 = sc.hbar**2 / sc.m_e / sc.e * 1e18                 # hbar^2/m0, eV nm^2
E2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9            # e^2, eV nm

# Rough typical values for nitrogen-doped 4H-SiC, (0001) face
N = 5e18 * 1e-21
EPS, DEPTH, G_DONOR, BARRIER, TEMP = 9.7, 0.080, 2, 1.0, 300.0
M_TUNNEL, M_X, M_Y, VALLEYS, GAP = 0.33, 0.31, 0.58, 3, 3.2
M_DOS = (M_TUNNEL * M_X * M_Y)**(1 / 3)
KAPPA = 4 * np.pi * E2 * N / EPS


def band_density(T):
    return 2 * VALLEYS * (M_DOS * KB * T / (2 * np.pi * HB2))**1.5


def ionised(phi, mu, T, depths):
    """Ionised donor fraction, averaged over equally populated sites."""
    level = np.asarray(phi)[..., None] - np.asarray(depths)
    return np.mean(1 / (1 + G_DONOR * np.exp((mu - level) / (KB * T))), axis=-1)


def bulk_fermi(T, depths):
    def excess(mu):
        return (band_density(T) * np.exp(mu / (KB * T)) / N
                - ionised(0.0, mu, T, depths))
    return brentq(excess, -1.0, 0.0, xtol=1e-14)


def solve_layer(T, depths=(DEPTH,), frozen=False):
    """Integrate Poisson's equation from the bulk to the metal.
    frozen=True keeps the donors at their bulk ionisation (the mistaken model)."""
    kT = KB * T
    mu = bulk_fermi(T, depths)
    f_bulk = float(ionised(0.0, mu, T, depths))
    n_bulk = band_density(T) * np.exp(mu / kT) / N
    phi_s = BARRIER + mu

    def net_charge(phi):
        donors = f_bulk if frozen else ionised(phi, mu, T, depths)
        return donors - n_bulk * np.exp(-phi / kT)

    start = 1e-3 * kT
    slope = np.sqrt(KAPPA * float(net_charge(start)) * start)

    def reach(s, y):
        return y[0] - phi_s
    reach.terminal = True
    sol = solve_ivp(lambda s, y: [y[1], KAPPA * float(net_charge(y[0]))],
                    (0, 5000), [start, slope], method="DOP853", events=reach,
                    dense_output=True, rtol=1e-9, atol=1e-12)
    assert len(sol.t_events[0]) == 1
    s = np.linspace(0, sol.t_events[0][0], 4000)
    phi, field = sol.sol(s)
    return dict(x=s, phi=phi[::-1], field=field[::-1], mu=mu, f=f_bulk,
                phi_s=phi_s, charge=net_charge(phi[::-1]))


def contact(x, barrier, T, mu, gap=np.inf):
    """Zero-bias contact resistivity (ohm cm2), peak energy, energies, WKB actions."""
    kT = KB * T
    top = barrier.max()
    E = top * (1 - np.linspace(1, 0, 900)**2)
    h = np.clip(barrier - E[:, None], 0, None)
    S = 2 * trapezoid(np.sqrt(2 * M_TUNNEL / HB2 * h * (1 - h / gap)), x, axis=1)
    weight = np.exp(-S) / (1 + np.exp((E - mu) / kT))
    total = trapezoid(weight, E) + kT * np.log1p(np.exp((mu - top) / kT))
    modes = VALLEYS * np.sqrt(M_X * M_Y) / (2 * np.pi * HB2)
    conductance = 2 * sc.e**2 / sc.h * modes * total * 1e14
    return 1 / conductance, E[np.argmax(weight)], E, S


def first_integral(v, f):
    """(dphi/dx)^2 / (2 kappa kT) from the derived formula."""
    r = (1 - f) / f
    return v + np.log1p(r * np.exp(-v)) - np.log1p(r) + f * np.expm1(-v)


kT = KB * TEMP
layer = solve_layer(TEMP)
x, phi, mu, phi_s = layer["x"], layer["phi"], layer["mu"], layer["phi_s"]

# Bulk ionisation: closed form against the numerical neutrality root
b = band_density(TEMP) / (G_DONOR * N) * np.exp(-DEPTH / kT)
f = (-b + np.sqrt(b * b + 4 * b)) / 2
assert abs(f - layer["f"]) < 1e-8

# Field: integrated Poisson equation against the first integral and its limit
formula = 2 * KAPPA * kT * first_integral(phi / kT, f)
inside = phi > 0.1 * kT
assert np.allclose(layer["field"][inside]**2, formula[inside], rtol=1e-4)
Delta = kT * (np.log(1 / f) + f)
a = phi_s - Delta
assert abs(layer["field"][0]**2 / (2 * KAPPA * a) - 1) < 1e-5
assert abs(a - (BARRIER - DEPTH
                - kT * (np.log(G_DONOR) - np.log(1 - f) + f))) < 1e-8

# Control: donors frozen at the bulk fraction give the weaker field of density f N
frozen = solve_layer(TEMP, frozen=True)
assert abs(frozen["field"][0]**2 / (2 * KAPPA * f * (phi_s - kT)) - 1) < 1e-4

# WKB action: sum over the numerical barrier against the closed form
E00 = 0.5 * np.sqrt(HB2 * KAPPA / M_TUNNEL)
E00_naive = E00 * np.sqrt(f)
rho, E_peak, E, S = contact(x, phi, TEMP, mu)
sel = (E > Delta + 5 * kT) & (E < phi_s)
c = E[sel] - Delta
root = np.sqrt(np.clip(a - c, 0, None))
S_formula = (np.sqrt(a) * root - c * np.log((np.sqrt(a) + root) / np.sqrt(c))) / E00
assert np.max(np.abs(S[sel] - S_formula)) < 0.01        # grid error at turning point

# Current peak; the maximum is flat, so grid noise moves it by some meV
E_peak_formula = Delta + a / np.cosh(E00 / kT)**2
assert abs(E_peak - E_peak_formula) < 0.01

# E00 measured from Schroedinger transmission at E = Delta for two barrier heights
s_in = x[-1] - x[::-1]
phi_in = phi[::-1]
spline = CubicSpline(s_in, phi_in)


def transmission(energy, height, metal_kinetic=5.0):
    end = np.interp(height, phi_in, s_in)
    k = np.sqrt(2 * M_TUNNEL * energy / HB2)
    q = np.sqrt(2 * M_TUNNEL * metal_kinetic / HB2)
    sol = solve_ivp(lambda s, y: [y[1], 2 * M_TUNNEL / HB2
                                  * (spline(s) - energy) * y[0]],
                    (0, end), np.array([1, -1j * k], complex),
                    method="DOP853", rtol=1e-8, atol=1e-10)
    psi, dpsi = sol.y[:, -1]
    return k / q / abs((psi + 1j * dpsi / q) / 2)**2


t_low = transmission(Delta, phi_s - 0.1)
t_high = transmission(Delta, phi_s)
E00_measured = 0.1 / np.log(t_low / t_high)
assert abs(E00_measured / E00 - 1) < 0.02               # interface prefactor: about 1 %

# Resistivity: mistaken model, fully charged parabola, and predicted residual shift
rho_frozen = contact(frozen["x"], frozen["phi"], TEMP, mu)[0]
W_full = np.sqrt(2 * phi_s / KAPPA)
x_full = np.linspace(0, W_full, 4000)
rho_full = contact(x_full, KAPPA / 2 * (W_full - x_full)**2, TEMP, mu)[0]
E0 = E00 / np.tanh(E00 / kT)
shift = Delta * (1 / kT - 1 / E0)
assert abs(np.log(rho / rho_full) - shift) < 0.06       # prefactor varies slightly

# Thermionic limit of the resistivity routine: very wide barrier, Richardson law
x_wide = np.linspace(0, 4e5, 4000)
rho_wide = contact(x_wide, phi_s * (1 - x_wide / 4e5), TEMP, mu)[0]
richardson = (4 * np.pi * sc.e * sc.m_e * sc.k**2 / sc.h**3
              * VALLEYS * np.sqrt(M_X * M_Y))
rho_thermionic = sc.k / (sc.e * richardson * TEMP) * np.exp(BARRIER / kT) * 1e4
assert abs(rho_wide / rho_thermionic - 1) < 0.02

# Output: inputs and main results
print(f"donor density N = {N*1e21:.2e} cm^-3, depth = {DEPTH*1e3:.0f} meV, g = {G_DONOR}")
print(f"barrier = {BARRIER:.2f} eV, T = {TEMP:.0f} K, kT = {kT*1e3:.2f} meV, eps = {EPS}")
print(f"masses/m0: tunnelling {M_TUNNEL}, in-plane {M_X} and {M_Y}; valleys {VALLEYS}")
print(f"band density Nc = {band_density(TEMP)*1e21:.3e} cm^-3")
print(f"bulk ionised fraction f = {f:.4f}, sqrt(f) = {np.sqrt(f):.4f}")
print(f"bulk electron density = {f*N*1e21:.3e} cm^-3")
print(f"bulk Fermi level below band edge = {-mu*1e3:.1f} meV")
print(f"surface band bending phi_s = {phi_s:.4f} eV")
print(f"offset Delta = {Delta*1e3:.2f} meV, phi_s - Delta = {a:.4f} eV")
W = np.sqrt(2 * a / KAPPA)
print(f"curvature kappa = {KAPPA:.5f} eV/nm^2, layer width W = {W:.2f} nm")
for bend in (0.0, 0.05, 0.10, 0.20):
    share = float(ionised(bend, mu, TEMP, (DEPTH,)))
    print(f"ionised fraction at bending {bend:.2f} eV = {share:.5f}")
for level in (0.99, 0.90, 0.50):
    print(f"net charge falls to {level:.2f} eN at {x[np.argmax(layer['charge'] < level)]:.2f}"
          " nm from metal")
in_W = x <= W
mean_ion = trapezoid(ionised(phi[in_W], mu, TEMP, (DEPTH,)), x[in_W]) / x[in_W][-1]
print(f"mean ionised fraction within W = {mean_ion:.4f}")
print(f"E00 with full N = {E00*1e3:.2f} meV; with f N (mistaken) = {E00_naive*1e3:.2f} meV")
print(f"E00 measured from Schroedinger transmission = {E00_measured*1e3:.2f} meV")
print(f"E0 = {E0*1e3:.2f} meV")
neutral = 1 - float(ionised(E_peak_formula, mu, TEMP, (DEPTH,)))
print(f"current peak energy: formula {E_peak_formula:.3f} eV, numerical {E_peak:.3f} eV")
print(f"neutral donor fraction at that turning point = {neutral:.1e}")
print(f"contact resistivity, true layer = {rho:.3e} ohm cm2")
print(f"contact resistivity, frozen donors = {rho_frozen:.3e} ohm cm2"
      f" (ratio to true {rho_frozen/rho:.1f})")
print(f"contact resistivity, full parabola = {rho_full:.3e} ohm cm2"
      f" (true/full {rho/rho_full:.3f})")
print(f"predicted true/full from Delta(1/kT - 1/E0) = {np.exp(shift):.3f}")

# Low barriers: density that gives the same surface field in a fully ionised layer
for height in (0.15, 0.30, BARRIER):
    v = (height + mu) / kT
    ratio = first_integral(v, f) / first_integral(v, 1.0)
    print(f"barrier {height:.2f} eV: effective density/N from surface field = {ratio:.3f}")

# Temperature series
for T in (100.0, 200.0, 300.0, 500.0):
    true_T, froz_T = solve_layer(T), solve_layer(T, frozen=True)
    rho_T, peak_T = contact(true_T["x"], true_T["phi"], T, true_T["mu"])[:2]
    rho_fT = contact(froz_T["x"], froz_T["phi"], T, froz_T["mu"])[0]
    ion_T = float(ionised(peak_T, true_T["mu"], T, (DEPTH,)))
    print(f"T {T:.0f} K: f {true_T['f']:.4f}, peak {peak_T:.3f} eV, ionised there {ion_T:.4f},"
          f" rho true {rho_T:.2e}, frozen {rho_fT:.2e} ohm cm2")

# Sizes of neglected effects
field = layer["field"][0]
image = phi - E2 / (4 * EPS * np.maximum(x, 1e-3))
rho_image = contact(x, image, TEMP, mu)[0]
print(f"surface field = {field*10:.2f} MV/cm")
print(f"image force: barrier lowering {np.sqrt(E2*field/EPS):.3f} eV,"
      f" resistivity {rho_image:.2e} ohm cm2")
two = solve_layer(TEMP, depths=(0.06, 0.12))
rho_two = contact(two["x"], two["phi"], TEMP, two["mu"])[0]
print(f"two sites (60 and 120 meV): f = {two['f']:.4f}, resistivity {rho_two:.2e} ohm cm2")
rho_gap = contact(x, phi, TEMP, mu, gap=GAP)[0]
print(f"two-band dispersion, gap {GAP} eV: resistivity {rho_gap:.2e} ohm cm2")
print(f"E00 for tunnelling mass {M_Y}: {E00*np.sqrt(M_TUNNEL/M_Y)*1e3:.2f} meV")
print(f"degeneracy: n/Nc = {f*N/band_density(TEMP):.4f}")
radius = np.sqrt(HB2 / (2 * M_DOS * DEPTH))
print(f"donor radius = {radius:.2f} nm, N^(1/3) radius = {N**(1/3)*radius:.3f}")
print(f"donor spacing N^(-1/3) = {N**(-1/3):.2f} nm, donors in W^3 = {N*W**3:.1f}")
sigma = 1e-14                                           # assumed capture area, cm^2
speed = np.sqrt(3 * sc.k * TEMP / (M_DOS * sc.m_e)) * 100
rate = sigma * speed * band_density(TEMP) * 1e21 / G_DONOR * np.exp(-DEPTH / kT)
print(f"donor emission time for capture area {sigma:.0e} cm2 = {1e12/rate:.1f} ps")
print("tests ok")
```

Printed output:

```
donor density N = 5.00e+18 cm^-3, depth = 80 meV, g = 2
barrier = 1.00 eV, T = 300 K, kT = 25.85 meV, eps = 9.7
masses/m0: tunnelling 0.33, in-plane 0.31 and 0.58; valleys 3
band density Nc = 1.834e+19 cm^-3
bulk ionised fraction f = 0.2497, sqrt(f) = 0.4997
bulk electron density = 1.248e+18 cm^-3
bulk Fermi level below band edge = 69.5 meV
surface band bending phi_s = 0.9305 eV
offset Delta = 42.33 meV, phi_s - Delta = 0.8882 eV
curvature kappa = 0.00933 eV/nm^2, layer width W = 13.80 nm
ionised fraction at bending 0.00 eV = 0.24965
ionised fraction at bending 0.05 eV = 0.69712
ionised fraction at bending 0.10 eV = 0.94091
ionised fraction at bending 0.20 eV = 0.99869
net charge falls to 0.99 eN at 9.02 nm from metal
net charge falls to 0.90 eN at 10.67 nm from metal
net charge falls to 0.50 eN at 13.21 nm from metal
mean ionised fraction within W = 0.9272
E00 with full N = 23.20 meV; with f N (mistaken) = 11.59 meV
E00 measured from Schroedinger transmission = 23.44 meV
E0 = 32.45 meV
current peak energy: formula 0.476 eV, numerical 0.476 eV
neutral donor fraction at that turning point = 3.0e-08
contact resistivity, true layer = 9.545e+03 ohm cm2
contact resistivity, frozen donors = 1.666e+06 ohm cm2 (ratio to true 174.6)
contact resistivity, full parabola = 6.681e+03 ohm cm2 (true/full 1.429)
predicted true/full from Delta(1/kT - 1/E0) = 1.395
barrier 0.15 eV: effective density/N from surface field = 0.747
barrier 0.30 eV: effective density/N from surface field = 0.920
barrier 1.00 eV: effective density/N from surface field = 0.982
T 100 K: f 0.0057, peak 0.061 eV, ionised there 0.8700, rho true 1.27e+12, frozen 4.37e+40 ohm cm2
T 200 K: f 0.0934, peak 0.258 eV, ionised there 1.0000, rho true 3.24e+07, frozen 2.72e+14 ohm cm2
T 300 K: f 0.2497, peak 0.476 eV, ionised there 1.0000, rho true 9.55e+03, frozen 1.67e+06 ohm cm2
T 500 K: f 0.5352, peak 0.681 eV, ionised there 1.0000, rho true 3.72e-01, frozen 9.64e-01 ohm cm2
surface field = 1.29 MV/cm
image force: barrier lowering 0.138 eV, resistivity 2.59e+03 ohm cm2
two sites (60 and 120 meV): f = 0.2453, resistivity 1.04e+04 ohm cm2
two-band dispersion, gap 3.2 eV: resistivity 5.55e+03 ohm cm2
E00 for tunnelling mass 0.58: 17.50 meV
degeneracy: n/Nc = 0.0681
donor radius = 1.11 nm, N^(1/3) radius = 0.189
donor spacing N^(-1/3) = 5.85 nm, donors in W^3 = 13.1
donor emission time for capture area 1e-14 cm2 = 12.9 ps
tests ok
```
